\section*{Direct and indirect relativistic effects on gold's 6s and 5d orbitals, part 2}

For the neutral gold atom ($Z=79$, $[\mathrm{Xe}]\,4f^{14}5d^{10}6s^{1}$), the relativistic changes of orbital energies $\varepsilon$ and mean radii are split into direct and indirect parts. Hartree atomic units are used, with $c_0=137.036$, $\lambda=c^{-2}$ and $a=Z/c$. Every electron moves in $V=-Z/r+V_H+v_x$, where $V_H$ is the electrostatic potential of the radial density $\rho$, $v_x=-(3n/\pi)^{1/3}$ with $n=\rho/4\pi r^2$, and $E_x$ is the local exchange energy.

The large and small radial components $P,Q$ obey the Dirac equations
\begin{align}
c\,D^\dagger Q+VP&=\varepsilon P,\label{eq:up}\\
c\,DP+(V-2c^2)Q&=\varepsilon Q,\label{eq:low}
\end{align}
with $D=d/dr+\kappa/r$, $D^\dagger=-d/dr+\kappa/r$, and $\kappa=\mp(j+\tfrac12)$ for $j=l\pm\tfrac12$. As $c\to\infty$, $Q\to DP/2c$ and $\tfrac12D^\dagger DP+VP=\varepsilon P$, the Schr\"odinger equation; $V_{\rm eff}$ is $V$ plus the centrifugal term $l(l+1)/2r^2$.

Near an unscreened nucleus $P,Q\propto r^\gamma$ with $\gamma=\sqrt{\kappa^2-a^2}$, and relativity advances the radial phase by
\begin{equation}
\pi\delta_\kappa,\qquad\delta_\kappa=|\kappa|-\gamma=0.1829,\ 0.0849,\ 0.0559\quad(|\kappa|=1,2,3).
\label{eq:delta}
\end{equation}

Label S means the Schr\"odinger equation and D the Dirac equation at $c_0$; $V_S$ and $V_D$ are their self-consistent potentials. A property $X$ has four values: $A=X[S,V_S]$, $B=X[D,V_S]$, $C=X[S,V_D]$, $E=X[D,V_D]$. The direct term is $B-A$, the indirect term $E-B$, and the cross term $\chi=E-B-C+A$.

The direct energy term is negative for all three valence orbitals. At first order, with $W=\varepsilon-V$ and Schr\"odinger quantities on the right, it is
\begin{equation}
\Delta\varepsilon^{(1)}=-\frac{1}{4c^2}\int W\,(DP)^2dr .
\label{eq:first}
\end{equation}
The indirect energy term, stated earlier and derived below, is
\begin{align}
\Delta\varepsilon_{\rm ind} &= \int_0^\infty \frac{\Delta N(s)\,\bar N_{\rm orb}(s)}{s^2}\,ds+\langle\Delta v_x\rangle .\label{eq:res2}
\end{align}
Here $\Delta N(s)$ is the relativistic change in the number of electrons inside $s$, and $\bar N_{\rm orb}(s)$ is the orbital's probability inside $s$, averaged over the change of potential.

\subsection{From energy to size}

Eliminate $Q$ exactly. With $K=(1+W/2c^2)^{-1}$, Eq.~\eqref{eq:low} reads $Q=K\,DP/2c$, and Eq.~\eqref{eq:up} becomes $\tfrac12D^\dagger(K\,DP)=WP$. Now $D^\dagger(K\,DP)=K D^\dagger DP-K'DP$ and $K'=-K^2W'/2c^2=K^2V'/2c^2$. Dividing by $K$,
\begin{equation}
\tfrac12D^\dagger DP+VP=\varepsilon P+\frac{W^2}{2c^2}P+\frac{KV'}{4c^2}DP .
\label{eq:outer}
\end{equation}
Outside the core $W$ and $V'$ are very small beside $2c^2$, and the last two terms are negligible. There the Dirac large component solves the Schr\"odinger equation in the same potential. The only trace of relativity is the lower eigenvalue, and the decaying solution is fixed by it.

A lower eigenvalue pulls the outer lobe in. Let $P_1,P_2$ be decaying solutions of $P''=2(V_{\rm eff}-\varepsilon)P$ with $\varepsilon_1<\varepsilon_2$, both positive beyond their outermost nodes. Then $(P_1'P_2-P_1P_2')'=2(\varepsilon_2-\varepsilon_1)P_1P_2$, and integrating from $r$ to infinity,
\begin{equation}
P_1'P_2-P_1P_2'=-2(\varepsilon_2-\varepsilon_1)\int_r^\infty P_1P_2\,ds<0 .
\end{equation}
The left side is $P_2^2\,(P_1/P_2)'$, so $P_1/P_2$ decreases with $r$. Normalize both densities on this region. Their difference $P_1^2-P_2^2$ integrates to zero and changes sign once, from positive to negative, at some $r^*$. Then $\langle r\rangle_1-\langle r\rangle_2=\int(r-r^*)(P_1^2-P_2^2)\,dr<0$, since the integrand is nowhere positive. The proof covers the outer lobe only, but for a valence orbital that lobe controls $\langle r\rangle$. At large $r$ the statement reduces to faster decay, $P\sim e^{-kr}$ with $k=\sqrt{-2\varepsilon}$.

One might attribute the $6s$ contraction to the requirement of staying orthogonal to the contracted core $s$ orbitals. In the step $A\to B$ the $6s$ function is found from its own equation in a fixed potential, with no reference to other orbitals. Orthogonality follows because all $s$ orbitals are eigenfunctions of one Hermitian operator, and the core and valence contractions are parallel consequences of the same change in the wave equation.

\section{The indirect term}

Fix $c=c_0$ and let $V_t=V_S+t\,\Delta V$ with $\Delta V=V_D-V_S=\Delta V_H+\Delta v_x$. The potential enters both Eq.~\eqref{eq:up} and Eq.~\eqref{eq:low}, so Hellmann--Feynman gives $d\varepsilon/dt=\int\Delta V\,(P_t^2+Q_t^2)\,dr$, and
\begin{equation}
E-B=\int_0^\infty\Delta V(r)\,\bar\rho_{\rm orb}(r)\,dr,\qquad\bar\rho_{\rm orb}=\int_0^1(P_t^2+Q_t^2)\,dt .
\end{equation}
The electrostatic potential energy of an electron in a spherical density is $V_H(r)=N(r)/r+\int_r^\infty\rho(s)\,s^{-1}ds$ with $N(r)=\int_0^r\rho\,ds$. Differentiating,
\begin{equation}
V_H'=\frac{\rho}{r}-\frac{N}{r^2}-\frac{\rho}{r}=-\frac{N(r)}{r^2},
\end{equation}
which is Gauss's law. Since $V_H$ vanishes at infinity, $\Delta V_H(r)=\int_r^\infty\Delta N(s)\,s^{-2}ds$. Insert this and exchange the order of integration over the region $0<r<s$:
\begin{equation}
\langle\Delta V_H\rangle=\int_0^\infty\!dr\,\bar\rho_{\rm orb}(r)\int_r^\infty\!\frac{\Delta N(s)}{s^2}ds=\int_0^\infty\frac{\Delta N(s)\,\bar N_{\rm orb}(s)}{s^2}\,ds ,
\label{eq:gauss}
\end{equation}
with $\bar N_{\rm orb}(s)=\int_0^s\bar\rho_{\rm orb}\,dr$. This is Eq.~\eqref{eq:res2}.

Equation~\eqref{eq:gauss} is linear in $\Delta N$, so it divides exactly into contributions from groups of shells. A shell with $\Delta N>0$ at all radii raises every level and one with $\Delta N<0$ at all radii lowers every level; when $\Delta N$ changes sign, the weight $\bar N_{\rm orb}/s^2$ decides. The size depends on $\bar N_{\rm orb}$. If the shell moves entirely inside the orbital, $\bar N_{\rm orb}\approx0$ wherever $\Delta N\neq0$ and nothing happens: the contraction of the $1s$ shell has almost no effect on a valence electron, because by Gauss's law the charge is enclosed both before and after. If the shell moves entirely outside the orbital, $\bar N_{\rm orb}=1$ and the integral is $\int\Delta N s^{-2}ds=\int\Delta\rho\,s^{-1}ds$, the change of $\langle1/r\rangle$ summed over the electrons of the shell. The level then shifts by a constant and the orbital keeps its shape. The shape responds to the force, $-\Delta V_H'=\Delta N/r^2$, which points outward where $\Delta N>0$. An orbital is expanded by charge that moves inward across the region it occupies.

Two cautions apply. The $\Delta N$ of each shell is its net self-consistent change, itself a sum of direct and indirect parts, so the division by source is an accounting of the final density and not a causal sequence. And the Hartree term of an orbital's own shell includes the interaction of the electron with itself, which exact exchange would cancel and local exchange cancels only in part.

\section{Orders in $1/c^2$}

The direct term is $O(\lambda)$ by Eq.~\eqref{eq:first}. The orbitals change at $O(\lambda)$, so $\Delta V$ and the indirect term are $O(\lambda)$ as well. The cross term is the difference of the indirect terms for the two wave equations,
\begin{equation}
\chi=(E-B)-(C-A)=\int\Delta V\left(\bar\rho^{\,D}_{\rm orb}-\bar\rho^{\,S}_{\rm orb}\right)dr ,
\end{equation}
a product of two $O(\lambda)$ quantities, hence $O(\lambda^2)$. At $c=10c_0$ the direct and indirect terms should be about a hundred times smaller than at $c_0$ and the cross term about ten thousand times smaller. If the Dirac orbital is the more compact one and $\Delta V$ is larger at small $r$, $\chi$ is positive for the energy.

\section{Numerical method and checks}

The radial functions were expanded in even-tempered Gaussians $r^{l+1}e^{-\zeta r^2}$ (ratio $1.7$, smallest exponent $0.005$; $55$, $55$, $38$ and $33$ functions for $s,p,d,f$). The small component was expanded in $D$ applied to the same functions, which is restricted kinetic balance and guarantees the limit $Q\to DP/2c$. Integrals were taken on a logarithmic grid of $1200$ points from $10^{-9}$ to $60$ bohr, and self-consistency was reached by Anderson mixing. The $\lambda$ and $t$ integrals used Gauss--Legendre quadrature.

For a bare nucleus the benchmark was the Sommerfeld formula $\varepsilon=c^2[(1+a^2/\nu^2)^{-1/2}-1]$ with $\nu=n-\delta_\kappa$, which contains the same $\delta_\kappa$ as Eq.~\eqref{eq:delta} and reduces to $c^2(\gamma-1)$ for $1s$. It serves only as a test of the solver. Expanding it with $\delta_\kappa\approx a^2/2|\kappa|$ gives $-Z^2/2\nu^2+3Z^4/8c^2n^4$ and $\nu^{-2}\approx n^{-2}(1+2\delta_\kappa/n)$, so the $c^{-2}$ term is $-(Z^4/2c^2n^4)(n/|\kappa|-\tfrac34)$. The computed levels ($n\le3$ and $4f$) agree with the formula to a relative $4.2\times10^{-7}$, and Eq.~\eqref{eq:first} agrees with the $c^{-2}$ term to $2.2\times10^{-7}$.

The self-consistent solutions were tested by the virial theorem. The total energy is $E_{\rm tot}=\sum_in_i\varepsilon_i-\tfrac12\int\rho V_H\,dr-\tfrac14\int\rho v_x\,dr$: the eigenvalue sum counts the Hartree energy twice and contains $\int\rho v_x=\tfrac43E_x$ in place of $E_x=\tfrac34\int\rho v_x$. Scale all orbitals as $\psi\to\eta^{3/2}\psi(\eta\mathbf r)$. The Coulomb energies scale as $\eta$, and so does $E_x$, because $n^{4/3}$ brings $\eta^4$ and the volume element $\eta^{-3}$. Call their sum $U$. In the Schr\"odinger case $E(\eta)=\eta^2T+\eta U$, stationarity at $\eta=1$ gives $U=-2T$, and $E_{\rm tot}=-T$. In the Dirac case the term $c\,\boldsymbol\alpha\cdot\mathbf p$ also scales as $\eta$ while $-2c^2\sum n_i\int Q_i^2dr$ does not scale, so all linear terms sum to zero and $E_{\rm tot}=-2c^2\sum_in_i\int Q_i^2dr$. The computed pairs are $-17852.550$ and $-17852.550$ Ha (S), and $-19029.271$ and $-19029.265$ Ha (D). The Dirac total energy is limited by the basis at this level: the converged value is $-19029.274$ Ha, about $0.003$ Ha lower, while the valence energies and radii are converged to the digits shown. Direct integration of the radial Dirac equations in $V_D$, matching outward and inward solutions, gave $-0.186256$ Ha for $6s$ and $-0.194861$ Ha for $5d_{5/2}$, equal to the basis values in all six decimals.

\section{Gold, contribution by contribution}

\subsection{All shells}

The Schr\"odinger radii of the outer shells are $0.4871$ ($4f$), $1.0267$ ($5s$), $1.1190$ ($5p$), $1.5913$ ($5d$) and $3.4184$ bohr ($6s$). The self-consistent ratios $\langle r\rangle_D/\langle r\rangle_S$ are:

\begin{center}
\begin{tabular}{lcccccc}
 & $n=1$ & 2 & 3 & 4 & 5 & 6\\
$s_{1/2}$ & 0.880 & 0.873 & 0.900 & 0.906 & 0.903 & 0.847\\
$p_{1/2}$ & & 0.850 & 0.894 & 0.904 & 0.896 &\\
$p_{3/2}$ & & 0.975 & 0.975 & 0.979 & 0.986 &\\
$d_{3/2}$ & & & 0.972 & 0.980 & 0.994 &\\
$d_{5/2}$ & & & 1.001 & 1.005 & 1.052 &\\
$f_{5/2}$ & & & & 1.017 & &\\
$f_{7/2}$ & & & & 1.032 & &
\end{tabular}
\end{center}

Rows with the same $|\kappa|$ are similar for $s_{1/2}$ and $p_{1/2}$ and for $p_{3/2}$ and $d_{3/2}$, as Eq.~\eqref{eq:delta} suggests. The pattern is less clear for $|\kappa|=3$: the $4f_{5/2}$ ratio lies about midway between those of $4d_{5/2}$ and $4f_{7/2}$. No $d_{3/2}$ orbital expands. The largest relative contraction of all is that of $6s$.

A lower level in a fixed outer potential pulls the outer lobe inward, and the indirect energy term has been reduced to an integral over the change in enclosed charge. With the method checked and the overall shell radii given, it remains to weigh the direct and indirect terms for gold's $6s$ and $5d$ orbitals and to state the limits of the results.
